# Why semilocal kinetic functionals let electrons leak onto a frozen core: a numerical check

```python
# Frozen-density embedding model, Hartree units. Four spin-paired electrons in the fixed
# potential v = -Z/r + vA(r), vA = -D exp(-(r-R)^2/(2 sig^2)) (spherical cage = fragment A).
# n = 2 phi1^2 + 2 phi2^2 = nA + nB, nB frozen, nA = 2 chi^2; u = sqrt(4 pi) r phi.
# Under test: exact v_nad = e2 + lap(chi)/(2 chi) - v has lowest level e2, cusp (Z-zetaA)/r;
# semilocal (TF, APBEK; enhancement F(p), p = s^2) potentials leave a level eB on the core
# below -Z^2/8, and the active charge leaks there when eB < e2.
import numpy as np
import mpmath as mp
from scipy.linalg import eigh_tridiagonal
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq
from scipy.constants import physical_constants
from pyscf.dft import libxc

EV = physical_constants['Hartree energy in eV'][0]
Z, R, SIG, D0 = 3.0, 10.0, 1.0, 1.4
h, rmax = 0.0025, 24.0
r = h*np.arange(1, int(round(rmax/h)))
shell = 4*np.pi*r**2
cF = (3*np.pi**2)**(2/3)
p0 = (6*np.pi)**(-2/3)
def vA(x, D=D0): return -D*np.exp(-(x-R)**2/(2*SIG**2))
def levels(pot, k=1):
    e, w = eigh_tridiagonal(1/h**2+pot, -0.5/h**2*np.ones(len(r)-1), select='i', select_range=(0, k-1))
    return e, w/np.sqrt(h)
def kin(u): return 0.5*np.sum(np.diff(np.concatenate(([0], u, [0])))**2)/h
def dens(u): return 2*u**2/shell
def inner(n): return h*np.sum((shell*n)[r < R/2])
v = -Z/r+vA(r)
print(f"inputs: Z={Z}, R={R} bohr, sigma={SIG} bohr, D={D0} Ha")

# dT_s = -int v dn along a family of potentials
w, eta = np.exp(-(r-1)**2)+np.exp(-(r-R-0.5)**2), 1e-3
up, um = levels(v+eta*w, 2)[1], levels(v-eta*w, 2)[1]
dT = 2*sum(kin(up[:, i])-kin(um[:, i]) for i in range(2))
dV = -2*h*np.sum(v*((up**2).sum(1)-(um**2).sum(1)))
assert abs(dT/dV-1) < 1e-4

# accurate orbitals by shooting
def orbital(Zn, guess):
    def both(e):
        f = lambda x, y: [y[1], 2*(-Zn/x+vA(x)-e)*y[0]]
        x0, c2 = 1e-4, (Zn**2-e)/3
        c3 = Zn*(e-c2)/6
        y0 = [x0*(1-Zn*x0+c2*x0**2+c3*x0**3), 1-2*Zn*x0+3*c2*x0**2+4*c3*x0**3]
        kw = dict(method='DOP853', rtol=1e-11, atol=1e-14, dense_output=True)
        return solve_ivp(f, (x0, R), y0, **kw), solve_ivp(f, (rmax, R), [1.0, -np.sqrt(-2*e)], **kw)
    def mism(e):
        o, i = both(e)
        return o.y[1, -1]/o.y[0, -1]-i.y[1, -1]/i.y[0, -1]
    e = brentq(mism, guess-1e-3, guess+1e-3, xtol=1e-13)
    o, i = both(e)
    def raw(x):
        return np.where(x <= R, o.sol(np.minimum(x, R))/o.y[0, -1], i.sol(np.maximum(x, R))/i.y[0, -1])
    nrm = np.sqrt(h*np.sum(raw(r)[0]**2))
    return e, (lambda x: raw(x)/nrm), 1/(o.y[0, -1]*nrm)
def core(x): return 2*Z**1.5*x*np.exp(-Z*x), 2*Z**1.5*(1-Z*x)*np.exp(-Z*x)
eFD = levels(v, 3)[0]
e1 = -Z**2/2
e2, orb2, slope2 = orbital(Z, eFD[1])
eA, orbA, _ = orbital(0.0, levels(vA(r))[0][0])
ep = levels(v+1/r**2)[0][0]
assert abs(eFD[0]-e1) < 5e-4 and abs(eFD[1]-e2) < 2e-5 and ep > e2 and e2 < -Z**2/8
E0, gap = 2*e1+2*e2, e2-e1
print(f"e1={e1:.4f}, e2={e2:.4f}, third s level={eFD[2]:.4f}, lowest p={ep:.4f} Ha")
print(f"-Z^2/8={-Z**2/8:.4f}, isolated A level={eA:.4f}, e2-e1={gap:.4f}, E0={E0:.4f} Ha")
u1, u2, ua = core(r)[0], orb2(r)[0], orbA(r)[0]
nB0 = dens(u1)

# cusp law on the bare atom with a Fermi switch of slope kap (f(0) not small)
kap = 4.0
nat = lambda x, ex=np.exp, pi=np.pi: 2*Z**3/pi*(ex(-2*Z*x)+(1-Z*x/2)**2*ex(-Z*x)/8)
a0 = brentq(lambda a: quad(lambda x: 4*np.pi*x*x*nat(x)/(1+np.exp(a-kap*x)), 0, 30)[0]-2, -5, 20)
mp.mp.dps = 40
nAm = lambda x: nat(x, mp.exp, mp.pi)/(1+mp.exp(a0-kap*x))
um_ = lambda x: x*mp.sqrt(nAm(x))
rv = lambda x: x*mp.diff(um_, x, 2)/(2*um_(x))+Z
x = mp.mpf('1e-5')
coef, zeta = float(2*rv(x)-rv(2*x)), float(-mp.diff(nAm, 0)/(2*nAm(0)))
assert abs(coef-(Z-zeta)) < 1e-6 and 0.5 < zeta < 2.5
print(f"cusp test: zetaA={zeta:.5f} 1/bohr, lim r*v_nad={coef:.5f} Ha bohr")

# Hirshfeld partition
lam = np.exp(brentq(lambda t: np.sum((u1**2*np.exp(t)*ua**2-u2**2*u1**2)/(np.exp(t)*ua**2+u1**2)), -10, 20))
def hirsh(x):
    (a, da), (b, db), (c, dc) = orbA(x), orb2(x), core(x)
    vv = -Z/x+vA(x)
    cc = 2*dc**2+4*(-Z/x-e1)*c**2
    N, N1, N2 = c*c+b*b, 2*c*dc+2*b*db, cc+2*db**2+4*(vv-e2)*b*b
    M, M1, M2 = lam*a*a+c*c, 2*lam*a*da+2*c*dc, cc+lam*(2*da**2+4*(vA(x)-eA)*a*a)
    L1 = N1/(2*N)+da/a-M1/(2*M)
    L2 = 0.5*(N2/N-(N1/N)**2)+2*(vA(x)-eA)-(da/a)**2-0.5*(M2/M-(M1/M)**2)
    return np.sqrt(N*lam*a*a/M), e2+0.5*(L2+L1**2)-vv
t0 = -slope2/(2*Z**1.5)
def rotated(x, t):
    c, s = 1/np.sqrt(1+t*t), t/np.sqrt(1+t*t)
    chi = c*orb2(x)[0]+s*core(x)[0]
    return chi, gap*s*core(x)[0]/chi
pts, d = np.array([0.1, 0.5, 1.0, 2.0, 3.0, 4.0, 8.0]), 0.01
for name, fun in (("Hirshfeld", hirsh), ("rotation", lambda y: rotated(y, 2*t0))):
    g = lambda k: fun(pts+k*d)[0]
    sec = (-g(2)+16*g(1)-30*g(0)+16*g(-1)-g(-2))/(12*d*d)
    ref = e2+sec/(2*g(0))+Z/pts-vA(pts)
    assert np.all(np.abs(ref-fun(pts)[1]) < 1e-3*(1+np.abs(ref)))
    chi, vx = fun(r)
    assert chi.min() > 0 and abs(fun(np.array([R]))[1][0]) < 1e-6
    e, u = levels(v+vx)
    assert abs(e[0]-e2) < 2e-5 and abs(1-(h*np.sum(u[:, 0]*chi))**2) < 1e-7
    print(f"{name}: embedded ground level={e[0]:.4f} Ha, active charge r<R/2={inner(dens(chi)):.2e} e")
chiH, vH = hirsh(r)
m = (r > 0.05) & (r < 0.6)
dev = np.max(np.abs(vH-(Z/r+e2-eA))[m])
assert dev < 5e-3
nAx = dens(chiH)
nB = dens(u1)*(u1**2+u2**2)/(lam*ua**2+u1**2)
print(f"lambda={lam:.2f}, f(0)={lam*ua[0]**2/u1[0]**2:.1e}, int|nB-nB0|={h*np.sum(shell*abs(nB-nB0)):.1e} e")
print(f"e2-eA={e2-eA:.4f} Ha, max|vH-(Z/r+e2-eA)| on 0.05-0.6 bohr={dev:.1e} Ha")
vP0 = rotated(np.array([1e-3]), 2*t0)[1][0]
r2v = 1e-4*rotated(np.array([1e-2]), t0)[1][0]
assert abs(vP0/(2*gap)-1) < 1e-4 and abs(r2v-3*(1-Z*1e-2/3)) < 3e-3
print(f"tan(theta0)={t0:.2e}, rotation v(0)={vP0:.3f} Ha, r^2 v at theta0, r=0.01: {r2v:.4f} Ha bohr^2")

# semilocal functionals: F, F', F''
MU, KA = 0.23889, 0.804
FS = {"TF": lambda p: (1+0*p, 0*p, 0*p), "GE2": lambda p: (1+5*p/27, 5/27+0*p, 0*p),
      "APBEK": lambda p: (1+KA-KA/(1+MU*p/KA), MU/(1+MU*p/KA)**2, -2*MU**2/KA/(1+MU*p/KA)**3),
      "vW": lambda p: (5*p/3, 5/3+0*p, 0*p)}
XC = {"TF": "LDA_K_TF", "GE2": "GGA_K_GE2", "APBEK": "GGA_K_APBE", "vW": "GGA_K_VW"}
def v_closed(x, F):
    p = p0*np.exp(4*Z*x/3)
    f, f1, f2 = F(p)
    return 0.3*Z**2/p*(5*f/3-8*p*f1/3+4*p*p*f2/3+2*p*f1/(Z*x))
def grid_terms(n, F):
    n = n+1e-30
    dn = np.gradient(n, h, edge_order=2)
    p = dn**2/(4*cF*n**(8/3))
    f, f1, _ = F(p)
    pot = 0.3*cF*n**(2/3)*(5*f/3-8*p*f1/3)-np.gradient(r**2*0.15*f1*dn/n, h, edge_order=2)/r**2
    return pot, h*np.sum(shell*0.3*cF*n**(5/3)*f)
xg, wg = np.polynomial.legendre.leggauss(400)
xg, wg = 1.25*(xg+1), 1.25*wg
wg = wg*4*np.pi*xg**2
ng = 2*Z**3/np.pi*np.exp(-2*Z*xg)
def T_lib(k, n, dn):
    rho = n if k == "TF" else np.vstack([n, 0*n, 0*n, dn])
    return np.sum(wg*n*libxc.eval_xc(XC[k], rho, spin=0, deriv=1)[0])
print(f"s(0)={np.sqrt(p0):.4f}, p(0)={p0:.4f}, TF v(0)={0.5*Z**2/p0:.3f} Ha")
for k, F in FS.items():
    for c in (0.0, 0.3, 1.0):
        b = np.exp(-((xg-c)/0.15)**2)
        g, dg = ng*b, ng*b*(-2*Z-2*(xg-c)/0.15**2)
        num = (T_lib(k, ng+1e-4*g, -2*Z*ng+1e-4*dg)-T_lib(k, ng-1e-4*g, -2*Z*ng-1e-4*dg))/2e-4
        assert abs(num/np.sum(wg*g*v_closed(xg, F))-1) < 1e-5
    mm = (r > 0.05) & (r < 3)
    assert np.max(np.abs(grid_terms(nB0, F)[0]-v_closed(r, F))[mm]) < 2e-3
    print(f"{k}: fraction of Z/r at nucleus={0.6*F(p0)[1]:.4f}")
print("r/bohr, -Z/r, v Hirshfeld, v rotation, v TF, v APBEK (Ha)")
for y in (0.05, 0.25, 1/3, 2/3, 1.0, 1.5):
    a = np.array([y])
    print(f"{y:.3f} {-Z/y:8.3f} {hirsh(a)[1][0]:8.3f} {rotated(a, 2*t0)[1][0]:8.3f}"
          f" {v_closed(y, FS['TF']):8.3f} {v_closed(y, FS['APBEK']):8.3f}")

# TF variational bound
a = 0.3
bound = a*a/2-a+0.5/p0*(3*a/(3*a+2))**3
ut = 2*(a*Z)**1.5*r*np.exp(-a*Z*r)
assert abs((kin(ut)+h*np.sum(ut**2*(-Z/r+grid_terms(nB0, FS["TF"])[0])))/Z**2-bound) < 1e-4
assert bound < -1/8
print(f"TF trial bound (a={a}): eB/Z^2 <= {bound:.4f} Ha")

def energy(nA, F):
    Tn = grid_terms(nA+nB, F)[1]-grid_terms(nA, F)[1]-grid_terms(nB, F)[1]
    return 2*kin(np.sqrt(shell*nA/2))+2*kin(np.sqrt(shell*nB/2))+Tn+h*np.sum(shell*v*(nA+nB))
for k in ("TF", "APBEK"):
    F = FS[k]
    eB = levels(-Z/r+v_closed(r, F))[0][0]
    eB2 = levels(-2/r+grid_terms(16/np.pi*np.exp(-4*r), F)[0])[0][0]
    assert abs(eB2/4-eB/Z**2) < 1e-4 and eB < e2
    def first_step(D):
        vv = -Z/r+vA(r, D)
        nA = dens(levels(vv, 2)[1][:, 1])
        return inner(dens(levels(vv+grid_terms(nA+nB0, F)[0]-grid_terms(nA, F)[0])[1][:, 0]))
    Dst = brentq(lambda D: first_step(D)-1, D0, 2.2, xtol=1e-5)
    e2st = levels(-Z/r+vA(r, Dst), 2)[0][1]
    assert abs(e2st-eB) < 5e-3 and first_step(2.2) < 1e-3
    nA = nAx.copy()
    for it in range(300):
        e, u = levels(v+grid_terms(nA+nB, F)[0]-grid_terms(nA, F)[0])
        err = h*np.sum(shell*abs(dens(u[:, 0])-nA))
        nA = 0.5*nA+0.5*dens(u[:, 0])
        if err < 1e-6: break
    assert err < 1e-6 and inner(nA) > 1.9
    Ex, El = energy(nAx, F), energy(nA, F)
    assert abs(Ex-E0) < 2e-3 and El < E0 and energy(0.95*nA+0.05*nAx, F) > El
    S2 = (h*np.sum(u[:, 0]*u1))**2
    if k == "TF": assert eB/Z**2 <= bound and e[0] < eB
    print(f"{k}: eB={eB:.4f} Ha, eB/Z^2={eB/Z**2:.4f} Ha, eB-e2={eB-e2:.4f} Ha = {(eB-e2)*EV:.2f} eV")
    print(f"{k}: switch depth D*={Dst:.4f} Ha, e2(D*)={e2st:.4f} Ha")
    print(f"{k}: SCF level={e[0]:.4f} Ha, charge r<R/2={inner(nA):.4f} e, <chi|1s>^2={S2:.4f}")
    print(f"{k}: E-E0 at exact nA={Ex-E0:.1e} Ha, leaked={El-E0:.4f} Ha = {(El-E0)*EV:.2f} eV")

# where TF lies above the exact Hirshfeld potential: roots of the core form versus grid signs
vTF = v_closed(r, FS["TF"])
cross = lambda y: Z/y+e2-eA-v_closed(y, FS["TF"])
ra, rb = brentq(cross, 0.2, 0.255), brentq(cross, 0.255, 0.33)
win = r[(vTF > vH) & (r <= 2.0)]
assert 0 <= win.min()-ra < 1.1*h
assert 0 <= rb-win.max() < 1.1*h
assert len(win) == int(round((win.max()-win.min())/h))+1
assert rb < 1/Z
excess = np.max((vTF-vH)[r <= 2.0])
print(f"TF above Hirshfeld only for {ra:.3f} < r < {rb:.3f} bohr (r<2), max excess={excess:.4f} Ha")

# splice the exact Hirshfeld potential into TF inside rc
spliced = lambda cut: levels(-Z/r+np.where(r < cut, vH, vTF))[0][0]
scan = np.array([spliced(y) for y in np.linspace(1/Z, 2.0, 11)])
assert np.all(np.diff(scan) > 0)
assert spliced(0.5/Z) < e2
assert scan[0] < e2 < scan[-1]
rc = brentq(lambda y: spliced(y)-e2, 1/Z, 2.0, xtol=1e-3)
assert rc > 1/Z
print(f"spliced level: rc=0.5/Z {spliced(0.5/Z):.4f} Ha, rc=1/Z {scan[0]:.4f} Ha, rc=2 bohr {scan[-1]:.4f} Ha")
print(f"rc* lifting level to e2={rc:.2f} bohr, Z rc*={Z*rc:.2f}")
print("all tests passed")
```

Output:

```
inputs: Z=3.0, R=10.0 bohr, sigma=1.0 bohr, D=1.4 Ha
e1=-4.5000, e2=-1.2054, third s level=-1.1250, lowest p=-1.1950 Ha
-Z^2/8=-1.1250, isolated A level=-0.9026, e2-e1=3.2946, E0=-11.4107 Ha
cusp test: zetaA=1.02833 1/bohr, lim r*v_nad=1.97167 Ha bohr
Hirshfeld: embedded ground level=-1.2054 Ha, active charge r<R/2=6.02e-05 e
rotation: embedded ground level=-1.2054 Ha, active charge r<R/2=7.18e-05 e
lambda=999.92, f(0)=7.6e-10, int|nB-nB0|=2.7e-05 e
e2-eA=-0.3028 Ha, max|vH-(Z/r+e2-eA)| on 0.05-0.6 bohr=7.0e-06 Ha
tan(theta0)=1.20e-03, rotation v(0)=6.589 Ha, r^2 v at theta0, r=0.01: 2.9701 Ha bohr^2
s(0)=0.3758, p(0)=0.1412, TF v(0)=31.872 Ha
TF: fraction of Z/r at nucleus=0.0000
GE2: fraction of Z/r at nucleus=0.1111
APBEK: fraction of Z/r at nucleus=0.1320
vW: fraction of Z/r at nucleus=1.0000
r/bohr, -Z/r, v Hirshfeld, v rotation, v TF, v APBEK (Ha)
0.050  -60.000   59.697    6.570   26.095   33.267
0.250  -12.000   11.697    6.053   11.725   12.548
0.333   -9.000    8.697    5.624    8.401    8.833
0.667   -4.500    4.197    3.326    2.215    2.215
1.000   -3.000    2.697    1.567    0.584    0.681
1.500   -2.000    1.699    0.469    0.079    0.129
TF trial bound (a=0.3): eB/Z^2 <= -0.1491 Ha
TF: eB=-1.4490 Ha, eB/Z^2=-0.1610 Ha, eB-e2=-0.2437 Ha = -6.63 eV
TF: switch depth D*=1.7054 Ha, e2(D*)=-1.4490 Ha
TF: SCF level=-1.7157 Ha, charge r<R/2=1.9999 e, <chi|1s>^2=0.4426
TF: E-E0 at exact nA=1.6e-04 Ha, leaked=-0.8368 Ha = -22.77 eV
APBEK: eB=-1.3925 Ha, eB/Z^2=-0.1547 Ha, eB-e2=-0.1871 Ha = -5.09 eV
APBEK: switch depth D*=1.6352 Ha, e2(D*)=-1.3925 Ha
APBEK: SCF level=-1.7339 Ha, charge r<R/2=2.0000 e, <chi|1s>^2=0.4312
APBEK: E-E0 at exact nA=1.6e-04 Ha, leaked=-0.8406 Ha = -22.87 eV
TF above Hirshfeld only for 0.238 < r < 0.276 bohr (r<2), max excess=0.0311 Ha
spliced level: rc=0.5/Z -1.4401 Ha, rc=1/Z -1.4389 Ha, rc=2 bohr -0.7462 Ha
rc* lifting level to e2=0.96 bohr, Z rc*=2.87
all tests passed
```
